**Sum rule for the sensitivities of a transient coverage**

For coverages θ driven by constant rate constants k_j from a fixed start, the logarithmic sensitivities S_j = ∂ln θ/∂ln k_j add up to S_t = ∂ln θ/∂ln t. The program integrates a four-process model of a trimethylaluminium dose, where A is the adduct coverage, B that of AlMe2 groups, C the fraction of sites under bridged aluminium, and Al the uptake per site. It asserts that finite-difference sensitivities sum to t f/θ, where f is the rate of change of the coverage, and that they agree with integrated sensitivity equations and with a closed formula for reversible adsorption. Further assertions cover the maximum of A, saturation, an equilibrium constant used as a parameter, a dose-purge-dose sequence, a gas space with finite renewal rate, and a master equation on a six-site ring. The output shows a sum of 0.4661 for the aluminium uptake, equal to its sensitivity to exposure time. With gas filling and depletion, the four surface constants give 0.4878 against S_t = 0.5410, and the gas renewal rate supplies the remaining 0.0532. The last lines show how far correlations, a 5 K temperature change and a 0.05 eV change of the bridging barrier move the coverages.

## Check in Python

```python
"""
Result under test: for d(theta)/dt = sum_j k_j nu_j r_j(theta), with constant k_j
and a start independent of k,
    sum_j d ln(theta_i)/d ln(k_j) = d ln(theta_i)/d ln(t) = t f_i / theta_i.
Example: trimethylaluminium dose on an NHx-covered AlN surface (rough parameters).
A: adsorbed adduct, B: bound AlMe2 group, C: sites covered by bridged Al (two
sites per Al), v = 1-A-B-C: free sites.  Al uptake per site = A + B + C/2.
Rate constants k = (adsorption, desorption, methane loss, bridging), in 1/s.
S_x denotes the logarithmic sensitivity to x.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply

# ---------------------------------------------------------------- parameters
temperature = 620.0          # K
pressure_torr = 0.010        # Torr
site_density = 5.0           # 1/nm^2
sticking = 2e-3
prefactor = 1e13             # 1/s
barriers = np.array([1.40, 1.35, 1.50])   # eV: desorption, methane loss, bridging
exposure = 0.2               # s
gap = 0.020                  # m, gas space above the surface
renewal_time = 0.010         # s, gas renewal time
mass = (26.982 + 3 * 12.011 + 9 * 1.008) * const.atomic_mass
pressure = pressure_torr * const.torr


def impingement(T):
    """Molecules per nm^2 and second."""
    return pressure / np.sqrt(2 * np.pi * mass * const.k * T) * 1e-18


def rate_constants(T, energies):
    thermal = const.k * T / const.e
    activated = prefactor * np.exp(-np.asarray(energies) / thermal)
    return np.concatenate(([sticking * impingement(T) / site_density], activated))


# ---------------------------------------------------------------- mean-field model
changes = np.array([[1., -1., -1., 0.],
                    [0., 0., 1., -1.],
                    [0., 0., 0., 2.]])


def laws(y):
    free = 1 - y[0] - y[1] - y[2]
    return np.array([free, y[0], y[0], y[1] * free])


def velocity(y, k):
    return changes @ (k * laws(y))


def integrate(rhs, t, start, method="DOP853"):
    sol = solve_ivp(lambda _, y: rhs(y), (0, t), start, method=method,
                    rtol=1e-11, atol=1e-14)
    assert sol.success
    return sol.y[:, -1]


def coverages(k, t, start=(0., 0., 0.), method="DOP853"):
    return integrate(lambda y: velocity(y, k), t, start, method)


def observables(y):
    return np.array([y[0], y[1], y[2], y[0] + y[1] + y[2] / 2])


def log_sensitivity(function, parameters, h=1e-3):
    """Central differences of ln(function) in ln(parameter); one column each."""
    parameters = np.asarray(parameters, float)
    columns = []
    for j in range(len(parameters)):
        up, down = parameters.copy(), parameters.copy()
        up[j] *= np.exp(h)
        down[j] *= np.exp(-h)
        columns.append((np.log(function(up)) - np.log(function(down))) / (2 * h))
    return np.array(columns).T


k = rate_constants(temperature, barriers)
y_end = coverages(k, exposure)
obs_end = observables(y_end)
S_k = log_sensitivity(lambda q: observables(coverages(q, exposure)), k)
S_t = log_sensitivity(lambda d: observables(coverages(k, d[0])), [exposure])[:, 0]
S_t_formula = exposure * observables(velocity(y_end, k)) / obs_end
tol = 1e-5   # finite-difference error is of order h^2
assert np.allclose(S_k.sum(axis=1), S_t_formula, atol=tol)
assert np.allclose(S_t, S_t_formula, atol=tol)

# A start with nonzero, fixed coverages
start = np.array([0.05, 0.2, 0.1])
y_other = coverages(k, exposure, start)
S_other = log_sensitivity(lambda q: observables(coverages(q, exposure, start)), k)
assert np.allclose(S_other.sum(axis=1),
                   exposure * observables(velocity(y_other, k)) / observables(y_other),
                   atol=tol)

# Finite scaling of all rate constants, with a different integrator on one side
assert np.allclose(coverages(3 * k, exposure, start, "Radau"),
                   coverages(k, 3 * exposure, start), atol=1e-7)


# Integrated sensitivity equations against finite differences
def augmented(z):
    y, s = z[:3], z[3:].reshape(3, 4)
    free = 1 - y.sum()
    gradients = np.array([[-1, -1, -1], [1, 0, 0], [1, 0, 0],
                          [-y[1], free - y[1], -y[1]]])
    jacobian = changes @ (k[:, None] * gradients)
    return np.concatenate((velocity(y, k),
                           (jacobian @ s + changes * (k * laws(y))).ravel()))


s_forward = integrate(augmented, exposure, np.zeros(15))[3:].reshape(3, 4)
assert np.allclose(s_forward / y_end[:, None], S_k[:3], atol=tol)
assert np.allclose(s_forward.sum(axis=1), exposure * velocity(y_end, k), atol=1e-8)

# Reversible adsorption alone: closed sensitivities
t_short = 0.02
ka, kd = k[:2]
S_rev = log_sensitivity(
    lambda q: coverages(np.array([q[0], q[1], 0, 0]), t_short)[:1], [ka, kd])[0]
total = ka + kd
decay = np.expm1(total * t_short)
S_rev_formula = np.array([kd / total + ka * t_short / decay,
                          -kd / total + kd * t_short / decay])
assert np.allclose(S_rev, S_rev_formula, atol=tol)
assert abs(S_rev.sum() - total * t_short / decay) < tol

# Maximum of the adduct coverage in time: the sum vanishes
t_max = brentq(lambda t: velocity(coverages(k, t), k)[0], 1e-3, 0.1, xtol=1e-12)
A_max = coverages(k, t_max)[0]
S_max = log_sensitivity(lambda q: coverages(q, t_max)[:1], k)[0]
assert abs(S_max.sum()) < tol and np.max(np.abs(S_max)) > 0.05

# Saturation: the sum vanishes, single sensitivities do not
t_sat = 2.0
y_sat = coverages(k, t_sat)
S_sat = log_sensitivity(lambda q: coverages(q, t_sat)[1:], k)
assert np.max(np.abs(S_sat.sum(axis=1))) < 1e-4
assert np.max(np.abs(S_sat[0])) > 0.05


# Equilibrium constant as a parameter: it has no time unit and stays out of the sum
def with_equilibrium(q):
    return observables(coverages(np.array([q[0], q[0] / q[1], q[2], q[3]]), exposure))


S_eq = log_sensitivity(with_equilibrium, [ka, ka / kd, k[2], k[3]])
assert np.allclose(S_eq[:, [0, 2, 3]].sum(axis=1), S_t_formula, atol=tol)
assert np.allclose(S_eq[:, 1], -S_k[:, 1], atol=tol)

# Dose, purge, dose: the start of the last dose depends on the rate constants
durations = np.array([0.1, 0.5, 0.1])


def sequence(q, steps):
    purge = q.copy()
    purge[0] = 0.0
    y = coverages(q, steps[0])
    y = coverages(purge, steps[1], y)
    return observables(coverages(q, steps[2], y))


S_seq_k = log_sensitivity(lambda q: sequence(q, durations), k)
S_seq_t = log_sensitivity(lambda d: sequence(k, d), durations)
assert np.allclose(S_seq_k.sum(axis=1), S_seq_t.sum(axis=1), atol=tol)
assert abs(S_seq_k[3].sum() - S_seq_t[3, 2]) > 0.01


# Slowing only desorption and methane loss by a factor q: change of ln B
def slowed_change(q):
    slow = k * np.array([1, 1 / q, 1 / q, 1])
    return np.log(coverages(slow, exposure)[1] / y_end[1])


pair_sensitivity = S_t_formula[1] - S_k[1, 0] - S_k[1, 3]
assert abs(slowed_change(1.001) + np.log(1.001) * pair_sensitivity) < 2e-6

# ---------------------------------------------------------------- gas filling, depletion
gas_per_area = pressure / (const.k * temperature) * gap * 1e-18   # 1/nm^2
site_to_gas = site_density / gas_per_area
gas_changes = np.zeros((4, 5))
gas_changes[:3, :4] = changes
gas_changes[3] = [-site_to_gas, site_to_gas, 0, 0, 1]


def gas_velocity(y, q):
    """Fourth variable: pressure divided by its supply value."""
    r = laws(y[:3])
    r[0] *= y[3]
    return gas_changes @ (q * np.append(r, 1 - y[3]))


def gas_run(q, t):
    return integrate(lambda y: gas_velocity(y, q), t, np.zeros(4))


k_gas = np.append(k, 1 / renewal_time)
y_gas = gas_run(k_gas, exposure)
S_gas = log_sensitivity(lambda q: observables(gas_run(q, exposure)), k_gas)
S_gas_t = exposure * observables(gas_velocity(y_gas, k_gas)) / observables(y_gas)
assert np.allclose(S_gas.sum(axis=1), S_gas_t, atol=tol)
assert abs(S_gas[3, :4].sum() - S_gas_t[3]) > 0.005

# ---------------------------------------------------------------- master equation on a ring
ring = 6
size = 4 ** ring
digits = (np.arange(size)[:, None] // 4 ** np.arange(ring)) % 4  # 0 free, 1 A, 2 B, 3 C


def generator(moves):
    rows, cols, vals = [], [], []
    for old, new, weight in moves:
        rows += [new, old]
        cols += [old, old]
        vals += [weight, -weight]
    return coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsr()


moves = [[], [], [], []]
for state in range(size):
    for i in range(ring):
        occupant = digits[state, i]
        if occupant == 0:
            moves[0].append((state, state + 4 ** i, 1.0))
        elif occupant == 1:
            moves[1].append((state, state - 4 ** i, 1.0))
            moves[2].append((state, state + 4 ** i, 1.0))
        elif occupant == 2:
            for j in ((i + 1) % ring, (i - 1) % ring):
                if digits[state, j] == 0:
                    moves[3].append((state, state + 4 ** i + 3 * 4 ** j, 0.5))
generators = [generator(m) for m in moves]
fractions = np.array([(digits == s).mean(axis=1) for s in (1, 2, 3)])
empty = np.zeros(size)
empty[0] = 1.0


def ring_run(q, t):
    matrix = sum(rate * g for rate, g in zip(q, generators))
    return observables(fractions @ expm_multiply(matrix * t, empty))


ring_obs = ring_run(k, exposure)
S_ring = log_sensitivity(lambda q: ring_run(q, exposure), k)
S_ring_t = log_sensitivity(lambda d: ring_run(k, d[0]), [exposure])[:, 0]
assert np.allclose(S_ring.sum(axis=1), S_ring_t, atol=tol)

# ---------------------------------------------------------------- parameter errors
obs_warm = observables(coverages(rate_constants(temperature + 5, barriers), exposure))
obs_barrier = observables(coverages(
    rate_constants(temperature, barriers + np.array([0, 0, 0.05])), exposure))


# ---------------------------------------------------------------- output
def row(values, digits_shown=4):
    return " ".join(f"{x:.{digits_shown}f}" for x in values)


def percent(new):
    return row(100 * (new / obs_end - 1), 2)


print(f"temperature {temperature:.0f} K, pressure {1e3*pressure_torr:.0f} mTorr")
print(f"site density {site_density:.1f} 1/nm^2, sticking {sticking:.3f}")
print(f"prefactor {prefactor:.0e} 1/s, exposure {exposure:.2f} s")
print("barriers des, react, bridge (eV):", row(barriers, 2))
print(f"impingement {impingement(temperature):.4e} 1/(nm^2 s)")
print("k ads, des, react, bridge (1/s):", row(k, 3))
print("coverages A, B, C at exposure end:", row(y_end, 5))
print("dA/dt, dB/dt, dC/dt at end (1/s):", row(velocity(y_end, k), 5))
print(f"Al uptake {obs_end[3]:.5f} per site = {site_density*obs_end[3]:.3f} 1/nm^2")
print("Sensitivities: S_ads S_des S_react S_bridge | sum | t f/theta")
for name, values, s_time in zip(("A ", "B ", "C ", "Al"), S_k, S_t_formula):
    print(f"  {name}: {row(values)} | {values.sum():.4f} | {s_time:.4f}")
print(f"Reversible adsorption only, t = {t_short:.2f} s:")
print(f"  S_ads, S_des, sum: {row([*S_rev, S_rev.sum()])}")
print(f"Maximum of A: t = {1e3*t_max:.2f} ms, A = {A_max:.5f}")
print(f"  S of A there: {row(S_max)} | sum {abs(S_max.sum()):.1e} (abs)")
print(f"Saturation, t = {t_sat:.1f} s: B, C = {row(y_sat[1:], 5)}")
print(f"  S of B: {row(S_sat[0])} | sum {S_sat[0].sum():.1e}")
print(f"  S of C: {row(S_sat[1])} | sum {S_sat[1].sum():.1e}")
print("Equilibrium constant as parameter, S of B:")
print(f"  S_ads, S_Keq, S_react, S_bridge: {row(S_eq[1])}")
print("Dose, purge, dose durations (s):", row(durations, 1))
print(f"  Al: sum over k {S_seq_k[3].sum():.4f}")
print(f"  Al: S of durations {row(S_seq_t[3])} | sum {S_seq_t[3].sum():.4f}")
print(f"Desorption and reaction: summed S of B = {pair_sensitivity:.4f}")
print(f"  both slowed 2x: ln B change, linear {-np.log(2)*pair_sensitivity:.4f},"
      f" actual {slowed_change(2):.4f}")
print(f"Gas: gap {1e3*gap:.0f} mm, renewal time {1e3*renewal_time:.0f} ms")
print(f"  gas per area {gas_per_area:.3f} 1/nm^2, sites/gas {site_to_gas:.3f}")
print(f"  relative pressure at end {y_gas[3]:.4f}")
print(f"  change of A, B, C, Al (%): {percent(observables(y_gas))}")
print(f"  Al: four-k sum {S_gas[3,:4].sum():.4f}, S_renewal {S_gas[3,4]:.4f},"
      f" S_t {S_gas_t[3]:.4f}")
print(f"Ring of {ring} sites: A, B, C, Al = {row(ring_obs, 5)}")
print(f"  change of A, B, C, Al (%): {percent(ring_obs)}")
print(f"  S of B: {row(S_ring[1])} | sum {S_ring[1].sum():.4f} | S_t {S_ring_t[1]:.4f}")
print(f"5 K warmer: change of A, B, C, Al (%): {percent(obs_warm)}")
print(f"Bridging barrier +0.05 eV: same (%): {percent(obs_barrier)}")
print("OK")
```

It prints:

```
temperature 620 K, pressure 10 mTorr
site density 5.0 1/nm^2, sticking 0.002
prefactor 1e+13 1/s, exposure 0.20 s
barriers des, react, bridge (eV): 1.40 1.35 1.50
impingement 1.6616e+04 1/(nm^2 s)
k ads, des, react, bridge (1/s): 6.646 41.673 106.240 6.412
coverages A, B, C at exposure end: 0.01325 0.39416 0.31192
dA/dt, dB/dt, dC/dt at end (1/s): -0.09506 0.69877 1.41867
Al uptake 0.56338 per site = 2.817 1/nm^2
Sensitivities: S_ads S_des S_react S_bridge | sum | t f/theta
  A : -0.1445 0.0259 -1.0930 -0.2228 | -1.4344 | -1.4344
  B : 0.7091 -0.2044 0.2039 -0.3540 | 0.3546 | 0.3546
  C : 0.1807 -0.0444 0.1058 0.6676 | 0.9096 | 0.9096
  Al: 0.5427 -0.1547 0.1463 -0.0681 | 0.4661 | 0.4661
Reversible adsorption only, t = 0.02 s:
  S_ads, S_des, sum: 0.9441 -0.3506 0.5934
Maximum of A: t = 23.42 ms, A = 0.03954
  S of A there: 0.9049 -0.2381 -0.6643 -0.0024 | sum 1.6e-08 (abs)
Saturation, t = 2.0 s: B, C = 0.47756 0.52244
  S of B: 0.5140 -0.1515 0.1287 -0.4912 | sum 2.2e-06
  S of C: -0.4699 0.1385 -0.1177 0.4490 | sum 6.3e-06
Equilibrium constant as parameter, S of B:
  S_ads, S_Keq, S_react, S_bridge: 0.5046 0.2044 0.2039 -0.3540
Dose, purge, dose durations (s): 0.1 0.5 0.1
  Al: sum over k 0.3629
  Al: S of durations 0.2336 -0.0574 0.1867 | sum 0.3629
Desorption and reaction: summed S of B = -0.0005
  both slowed 2x: ln B change, linear 0.0003, actual -0.0023
Gas: gap 20 mm, renewal time 10 ms
  gas per area 3.115 1/nm^2, sites/gas 1.605
  relative pressure at end 0.9751
  change of A, B, C, Al (%): 9.85 -5.19 -5.56 -4.94
  Al: four-k sum 0.4878, S_renewal 0.0532, S_t 0.5410
Ring of 6 sites: A, B, C, Al = 0.01317 0.39101 0.31710 0.56273
  change of A, B, C, Al (%): -0.63 -0.80 1.66 -0.11
  S of B: 0.7079 -0.2049 0.2011 -0.3620 | sum 0.3422 | S_t 0.3422
5 K warmer: change of A, B, C, Al (%): -23.42 -8.78 16.58 -2.10
Bridging barrier +0.05 eV: same (%): 17.35 26.60 -50.89 4.93
OK
```
